# First-order quantum charge response in Schrödinger–Poisson calculations at fixed Fermi level: a numerical check

```python
"""Linear response of the electron density in a Schrodinger-Poisson film.

Result under test, for a change v(x) of the electron potential energy U(x)
at fixed Fermi level mu and temperature:
  delta n(x) = sum_ij D_ij v_ij psi_i(x) psi_j(x),  v_ij = <psi_i|v|psi_j>,
  D_ii = dN/dE at E_i,  D_ij = (N_i - N_j)/(E_i - E_j) for i != j.
psi_i, E_i: confined states and levels of one ladder (ladders are summed);
N_i: electrons per area in subband i. The terms i = j are the occupation
part, the terms i != j the polarization part. Hartree atomic units inside.
Grid vectors C[:, i] have unit Euclidean norm, so psi_i = C[:, i]/sqrt(h).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import expit

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
TEMPERATURE = 300.0
KT = const.k * TEMPERATURE / const.e / HARTREE
LENGTH_A = 70.0
LENGTH = LENGTH_A / BOHR
KAPPA = 12.0
U_LEFT, U_RIGHT = -0.25 / HARTREE, 0.05 / HARTREE
# (name, degeneracy, confinement mass, in-plane mass)
LADDERS = [("A", 2, 0.9, 0.2), ("B", 4, 0.2, 0.4)]
STEP_TOL = 1e-10 / HARTREE


def occupation(E, g, m_plane, mu=0.0):
    return g * m_plane * KT / np.pi * np.logaddexp(0.0, (mu - E) / KT)


def solve_states(U, h, mu=0.0):
    """For each ladder: levels, grid vectors, occupations, dN/dE."""
    result = []
    for _, g, m_conf, m_plane in LADDERS:
        hop = 1.0 / (2.0 * m_conf * h**2)
        off = np.full(len(U) - 1, -hop)
        H = np.diag(U + 2 * hop) + np.diag(off, 1) + np.diag(off, -1)
        E, C = np.linalg.eigh(H)
        slope = -g * m_plane / np.pi * expit((mu - E) / KT)
        result.append((E, C, occupation(E, g, m_plane, mu), slope))
    return result


def density(states, h):
    return sum(C**2 @ N for _, C, N, _ in states) / h


def local_slope(states, h):
    return sum(C**2 @ dN for _, C, _, dN in states) / h


def divided_difference(E, N, dN):
    gap = E[:, None] - E[None, :] + np.eye(len(E))
    D = (N[:, None] - N[None, :]) / gap
    np.fill_diagonal(D, dN)
    return D


def response_parts(states, v, h, keep=None):
    """Occupation and polarization parts, from the lowest `keep` states."""
    occ, total = np.zeros(len(v)), np.zeros(len(v))
    for E, C, N, dN in states:
        E, C, N, dN = E[:keep], C[:, :keep], N[:keep], dN[:keep]
        W = divided_difference(E, N, dN) * (C.T @ (v[:, None] * C))
        occ += C**2 @ np.diag(W) / h
        total += ((C @ W) * C).sum(axis=1) / h
    return occ, total - occ


def response_matrix(states, h, average=False):
    """Matrix X with delta n = X v; average=True uses mean end slopes."""
    size = len(states[0][0])
    X = np.zeros(size * size)
    for E, C, N, dN in states:
        if average:
            D = 0.5 * (dN[:, None] + dN[None, :])
        else:
            D = divided_difference(E, N, dN)
        M = (C.T[:, :, None] * C.T[:, None, :]).reshape(size, -1)
        X += (M * (D @ M)).sum(axis=0) / h
    return X.reshape(size, size)


def poisson_matrix(size, h):
    k = KAPPA / (4 * np.pi * h**2)
    off = np.full(size - 1, -k)
    K = np.diag(np.full(size, 2 * k)) + np.diag(off, 1) + np.diag(off, -1)
    b = np.zeros(size)
    b[0], b[-1] = k * U_LEFT, k * U_RIGHT
    return K, b


def self_consistent(size, exact):
    h = LENGTH / (size + 1)
    K, b = poisson_matrix(size, h)
    U = np.linspace(U_LEFT, U_RIGHT, size + 2)[1:-1]
    steps, halvings = [], 0
    for _ in range(80):
        states = solve_states(U, h)
        F = K @ U - b - density(states, h)
        X = (response_matrix(states, h) if exact
             else np.diag(local_slope(states, h)))
        d = np.linalg.solve(K - X, -F)
        steps.append(d)
        if np.abs(d).max() < STEP_TOL:
            return U + d, steps, halvings
        t = 1.0
        # shorten a step that goes far past the minimum along its direction
        while d @ (K @ (U + t * d) - b
                   - density(solve_states(U + t * d, h), h)) > abs(d @ F):
            t, halvings = t / 2, halvings + 1
        U = U + t * d
    raise RuntimeError("self-consistent iteration did not converge")


def rel_err(a, b):
    return np.abs(a - b).max() / np.abs(b).max()


# Subband occupation against the integral over in-plane momentum
for _, g, _, mp in LADDERS:
    for level in (-0.05 / HARTREE, 0.03 / HARTREE):
        k_max = np.sqrt(2 * mp * (max(-level, 0.0) + 40 * KT))
        integral = quad(lambda k: g * k / np.pi
                        * expit(-(level + k**2 / (2 * mp)) / KT),
                        0, k_max, epsabs=1e-14, epsrel=1e-10)[0]
        assert abs(integral / occupation(level, g, mp) - 1) < 1e-7

# Self-consistent film with the exact and with the local response
SIZE = 139
h = LENGTH / (SIZE + 1)
x_A = LENGTH_A / (SIZE + 1) * np.arange(1, SIZE + 1)
U, steps_exact, halv_exact = self_consistent(SIZE, True)
U_loc, steps_local, halv_local = self_consistent(SIZE, False)
assert np.abs(U - U_loc).max() * HARTREE < 1e-8
states = solve_states(U, h)
n0 = density(states, h)
X = response_matrix(states, h)

# Gaussian potential change: response against displaced diagonalizations
AMP_EV = 0.001
shape = np.exp(-0.5 * ((x_A - 15.0) / 5.0)**2)
v = AMP_EV / HARTREE * shape
occ, pol = response_parts(states, v, h)
total = occ + pol
s = 0.1
plus, minus = solve_states(U + s * v, h), solve_states(U - s * v, h)
fd_total = (density(plus, h) - density(minus, h)) / (2 * s)
fd_occ, fd_pol = np.zeros(SIZE), np.zeros(SIZE)
for st0, stp, stm in zip(states, plus, minus):
    fd_occ += st0[1]**2 @ (stp[2] - stm[2]) / (2 * s * h)
    fd_pol += (stp[1]**2 - stm[1]**2) @ st0[2] / (2 * s * h)
err_fd = rel_err(total, fd_total)
assert err_fd < 1e-4
assert rel_err(occ, fd_occ) < 1e-4 and rel_err(pol, fd_pol) < 1e-4
assert rel_err(X @ v, fd_total) < 1e-4
assert abs(fd_pol.sum()) < 1e-6 * np.abs(fd_pol).sum()

# A constant potential acts as an opposite change of the Fermi level
dmu = 1e-4 / HARTREE
dn_dmu = (density(solve_states(U, h, dmu), h)
          - density(solve_states(U, h, -dmu), h)) / (2 * dmu)
assert rel_err(X @ np.ones(SIZE), -dn_dmu) < 1e-4


# Remainder beyond the linear response
def remainder(factor):
    return np.abs(density(solve_states(U + factor * v, h), h)
                  - n0 - factor * total).max()


order = np.log2(remainder(1.0) / remainder(0.5))
assert abs(order - 2) < 0.1

# Truncated sums over states
keeps = [2, 4, 8, 16, 32]
trunc = [rel_err(sum(response_parts(states, v, h, k)), total) for k in keeps]
assert trunc[-1] < 0.1 * trunc[0]

# Sign of the response, local limit, and bound on the local iteration
eig_X = np.linalg.eigvalsh(0.5 * (X + X.T))
assert eig_X.max() < 1e-10 * abs(eig_X.min())
X_loc = np.diag(local_slope(states, h))
assert rel_err(response_matrix(states, h, average=True), X_loc) < 1e-9
K, _ = poisson_matrix(SIZE, h)
J, J_loc = K - 0.5 * (X + X.T), K - X_loc
lam = eigh(J, J_loc, eigvals_only=True)
assert lam.min() > 0 and lam.max() < 2
rho = np.abs(1 - lam).max()
norms = [np.sqrt(d @ J_loc @ d) for d in steps_local]
rate = norms[-1] / norms[-2]
assert 0.3 * rho < rate < 1.02 * rho
size_exact = [np.abs(d).max() * HARTREE for d in steps_exact]
size_local = [np.abs(d).max() * HARTREE for d in steps_local]
assert len(size_exact) < len(size_local)
assert size_exact[-1] < 0.01 * size_exact[-2]

# Symmetric double well, odd change much larger than the level splitting
U_dw = np.where(np.abs(x_A - 35.0) < 10.0, 0.9, -0.1) / HARTREE
v_dw = 0.0005 / HARTREE * (x_A - 35.0) / 35.0
st_dw = solve_states(U_dw, h)
occ_dw, pol_dw = response_parts(st_dw, v_dw, h)
fd_dw = (density(solve_states(U_dw + v_dw, h), h)
         - density(solve_states(U_dw - v_dw, h), h)) / 2
err_dw = rel_err(occ_dw + pol_dw, fd_dw)
E_dw, C_dw = st_dw[0][0], st_dw[0][1]
split = E_dw[1] - E_dw[0]
mixing = abs(C_dw[:, 0] @ (v_dw * C_dw[:, 1])) / split
assert mixing > 5 and err_dw < 1e-3
assert np.abs(occ_dw).max() < 1e-5 * np.abs(pol_dw).max()

# Half the grid spacing
FINE = 2 * SIZE + 1
h_f = LENGTH / (FINE + 1)
U_f, _, _ = self_consistent(FINE, False)
st_f = solve_states(U_f, h_f)
x_f = LENGTH_A / (FINE + 1) * np.arange(1, FINE + 1)
v_f = AMP_EV / HARTREE * np.exp(-0.5 * ((x_f - 15.0) / 5.0)**2)
total_f = sum(response_parts(st_f, v_f, h_f))
sheet = n0.sum() * h / BOHR**2
sheet_f = density(st_f, h_f).sum() * h_f / BOHR**2
assert abs(sheet / sheet_f - 1) < 0.01
grid_err = rel_err(total, total_f[1::2])
assert grid_err < 0.02

# Printed results
print(f"film {LENGTH_A:.0f} A, spacing {h*BOHR:.2f} A, kappa {KAPPA:.0f}")
print(f"T {TEMPERATURE:.0f} K, kT {KT*HARTREE:.5f} eV, mu 0 eV")
print(f"surface U: {U_LEFT*HARTREE:.2f}, {U_RIGHT*HARTREE:.2f} eV")
for (name, g, mz, mp), (E, C, N, _) in zip(LADDERS, states):
    print(f"ladder {name}: g {g}, m_z {mz}, m_d {mp} (electron masses)")
    for i in range(3):
        print(f" {name}{i+1}: E {E[i]*HARTREE:.4f} eV,"
              f" N {N[i]/BOHR**2:.3e} A^-2,"
              f" <x> {C[:, i]**2 @ x_A:.2f} A")
print(f"sheet density {sheet:.4e} A^-2 = {sheet*1e16:.3e} cm^-2")
print(f"sheet density, half spacing {sheet_f:.4e} A^-2")
print(f"max U {U.max()*HARTREE:.4f} eV at {x_A[U.argmax()]:.1f} A")
print(f"Gaussian change: {AMP_EV} eV, centre 15 A, std dev 5 A")
print("x (A); delta n in 1e-9 A^-3: occ, pol, total, displaced, local")
scale = 1e9 / BOHR**3
local = np.diag(X_loc) * v
for pos in (5, 10, 15, 20, 30, 40):
    k = int(np.argmin(np.abs(x_A - pos)))
    row = [a[k] * scale for a in (occ, pol, total, fd_total, local)]
    print(f" {x_A[k]:4.0f} " + " ".join(f"{r:9.3f}" for r in row))
to_sheet = h / BOHR**2
print(f"sheet change, occupation {occ.sum()*to_sheet:.4e} A^-2")
print(f"sheet change, total {total.sum()*to_sheet:.4e} A^-2")
print(f"sheet change, local {local.sum()*to_sheet:.4e} A^-2")
print(f"formula vs displaced, max relative error {err_fd:.1e}")
print(f"local vs exact, max relative error {rel_err(local, total):.3f}")
print(f"half spacing, relative change of delta n {grid_err:.1e}")
for k, e in zip(keeps, trunc):
    print(f"lowest {k} states per ladder: relative error {e:.1e}")
for f in (1, 5, 20):
    r = remainder(f) / (f * np.abs(total).max())
    print(f"height {f*AMP_EV:.3f} eV: remainder/linear {r:.4f}")
print(f"order of remainder {order:.3f}")
print(f"double well: splitting {split*HARTREE:.2e} eV")
print(f" first-order mixing {mixing:.1f}, response error {err_dw:.1e}")
print(f"lambda from {lam.min():.4f} to {lam.max():.4f}")
print(f"local factor: predicted {rho:.4f}, observed {rate:.4f}")
print(f"steps: exact {len(size_exact)}, local {len(size_local)}")
print(f"step halvings: exact {halv_exact}, local {halv_local}")
print("exact, last 4 steps (eV):",
      " ".join(f"{e:.1e}" for e in size_exact[-4:]))
print("local, last 4 steps (eV):",
      " ".join(f"{e:.1e}" for e in size_local[-4:]))
print("tests ok")
```

It prints:

```
film 70 A, spacing 0.50 A, kappa 12
T 300 K, kT 0.02585 eV, mu 0 eV
surface U: -0.25, 0.05 eV
ladder A: g 2, m_z 0.9, m_d 0.2 (electron masses)
 A1: E -0.0347 eV, N 6.805e-04 A^-2, <x> 12.39 A
 A2: E 0.0452 eV, N 6.923e-05 A^-2, <x> 32.61 A
 A3: E 0.0823 eV, N 1.757e-05 A^-2, <x> 40.84 A
ladder B: g 4, m_z 0.2, m_d 0.4 (electron masses)
 B1: E 0.0431 eV, N 2.992e-04 A^-2, <x> 26.54 A
 B2: E 0.1558 eV, N 4.171e-06 A^-2, <x> 37.62 A
 B3: E 0.3429 eV, N 2.995e-09 A^-2, <x> 36.35 A
sheet density 1.0730e-03 A^-2 = 1.073e+13 cm^-2
sheet density, half spacing 1.0728e-03 A^-2
max U 0.0500 eV at 69.5 A
Gaussian change: 0.001 eV, centre 15 A, std dev 5 A
x (A); delta n in 1e-9 A^-3: occ, pol, total, displaced, local
    5  -348.099    70.551  -277.548  -277.548   -90.698
   10  -607.702   -41.367  -649.070  -649.070  -710.825
   15  -475.513  -139.016  -614.529  -614.529  -965.490
   20  -288.087   -64.037  -352.124  -352.124  -416.474
   30  -117.926    27.942   -89.984   -89.984    -4.596
   40   -60.983    33.663   -27.321   -27.321    -0.001
sheet change, occupation -1.1294e-05 A^-2
sheet change, total -1.1294e-05 A^-2
sheet change, local -1.1294e-05 A^-2
formula vs displaced, max relative error 1.0e-07
local vs exact, max relative error 0.518
half spacing, relative change of delta n 9.8e-05
lowest 2 states per ladder: relative error 1.5e-01
lowest 4 states per ladder: relative error 1.2e-01
lowest 8 states per ladder: relative error 5.1e-03
lowest 16 states per ladder: relative error 5.3e-05
lowest 32 states per ladder: relative error 8.7e-07
height 0.001 eV: remainder/linear 0.0050
height 0.005 eV: remainder/linear 0.0246
height 0.020 eV: remainder/linear 0.0960
order of remainder 1.999
double well: splitting 3.36e-06 eV
 first-order mixing 90.6, response error 1.5e-06
lambda from 0.8584 to 1.0000
local factor: predicted 0.1416, observed 0.1374
steps: exact 7, local 13
step halvings: exact 0, local 0
exact, last 4 steps (eV): 2.4e-03 4.5e-05 1.5e-08 4.1e-15
local, last 4 steps (eV): 1.2e-08 1.6e-09 2.1e-10 2.9e-11
tests ok
```
